# Fringing capacitance of a circular flake above a gate

## Problem

A thin conducting disc of radius \(a=1\ \mu\text{m}\) lies parallel to a flat metal gate, at height \(h=100\) nm. A uniform dielectric of permittivity \(\varepsilon\) fills all the space above the gate, including the space above the disc. The gate is grounded and extends far beyond the disc, so it is treated as infinite. The disc has potential \(V\) and total charge \(Q\), counted on both faces, and \(C=Q/V\). Define the fringing correction \(F\) by

\[
C=C_0(1+F),\qquad C_0=\frac{\varepsilon\pi a^2}{h}.
\]

(a) Kirchhoff's asymptotic formula for two equal, thin, coaxial discs at separation \(d\ll a\) is

\[
C_2=\frac{\varepsilon\pi a^2}{d}+\varepsilon a\left[\ln\frac{16\pi a}{d}-1\right].
\]

Here \(C_2\) is the charge on one disc divided by the voltage between the two. Use it to find \(F\).

(b) Derive the result of (a) without assuming Kirchhoff's formula.

(c) How accurate is the asymptotic value at \(h/a=0.1\)?

(d) Take the flake to be graphene buried in silicon dioxide, with a gate voltage of 5 V. Find the capacitance and judge which neglected effects matter.

## Hints

1. Replace the gate by an image disc. Both the separation and the voltage of the two-disc capacitor differ from \(h\) and \(V\).
2. For (b), treat the two faces separately. Let \(\delta\) be the distance inward from the rim. There is a range \(h\ll\delta\ll a\) in which a description of the whole disc and a description of a straight rim both hold.
3. Seen from far above, the plane of the disc has potential \(V\) for \(r<a\) and nearly zero outside. In a plane, \(\nabla^2(1/R)=1/R^3\).
4. Near the rim, try the map \(x+iy=(h/\pi)(1+w+e^w)\).
5. The auxiliary length \(\delta\) must drop out of the total charge.

## Solution

### (a) The image disc

The image of the disc has potential \(-V\) and lies at depth \(h\) below the gate surface. The separation is therefore \(d=2h\) and the voltage between the discs is \(2V\). The charge on the real disc is unchanged, so \(C_2=Q/(2V)=C/2\), and

\[
C=2C_2(d=2h)=\frac{\varepsilon\pi a^2}{h}+2\varepsilon a\left[\ln\frac{8\pi a}{h}-1\right].
\]

Division by \(C_0\) gives

\[
F=\frac{2h}{\pi a}\left[\ln\frac{8\pi a}{h}-1\right].
\]

With \(a/h=10\), the prefactor is \(0.06366\) and the logarithm is \(5.5268\), so

\[
F=0.06366\times4.5268=0.288,
\]

or about 29 percent of the parallel-plate capacitance. Inserting \(d=h\) would give \(16.6\) percent. That number is the asymptotic value for two real discs 100 nm apart, not for a disc above a wide gate.

### (b) Derivation by matching

**Upper face, away from the rim.** Just outside the disc, at a distance \(s\gg h\) from the rim, the field is of order \(V/s\), so the potential in the plane \(z=h\) is of order \(Vh/s\). To leading order in \(h/a\) it can be set to zero. The half-space above then has a boundary potential \(V\) for \(r<a\) and zero for \(r>a\). At height \(\zeta\) above this plane,

\[
\phi(\mathbf r,\zeta)=\frac{\zeta}{2\pi}\int\frac{\phi(\mathbf r',0)\,d^2r'}{(|\mathbf r-\mathbf r'|^2+\zeta^2)^{3/2}} .
\]

The kernel is harmonic, being \(-\partial_\zeta\) of \(1/(2\pi\sqrt{R^2+\zeta^2})\) with \(R=|\mathbf r-\mathbf r'|\). It integrates to one over the plane and concentrates at \(R=0\) as \(\zeta\to0\), so the boundary values are met. For \(r<a\), subtract \(\phi\) from \(V\). Only the region \(r'>a\) contributes, and division by \(\zeta\to0\) gives the field

\[
-\frac{\partial\phi}{\partial\zeta}=\frac{V}{2\pi}\int_{r'>a}\frac{d^2r'}{R^3}.
\]

The upper-face charge inside \(r<b=a-\delta\) is

\[
Q_{\rm up}(b)=\frac{\varepsilon V}{2\pi}\int_{r<b}d^2r\int_{r'>a}\frac{d^2r'}{R^3}.
\]

In the plane, \(\nabla^2(1/R)=R^{-1}\,d(-R^{-1})/dR=1/R^3\). Because \(1/R\) depends on \(\mathbf r-\mathbf r'\), \(\nabla^2(1/R)=-\nabla\cdot\nabla'(1/R)\). Apply Gauss's theorem to both regions. The outward normal of the region \(r'>a\) points towards the centre, which supplies a second minus sign; the circle at infinity contributes nothing. With \(\mathbf n\) and \(\mathbf n'\) the radial unit vectors on the two circles, the double integral becomes \(\oint\!\oint \mathbf n\cdot\mathbf n'\,dl\,dl'/R\), and

\[
Q_{\rm up}(b)=\varepsilon Vab\int_0^{2\pi}\frac{\cos\theta\,d\theta}{R},\qquad R^2=\delta^2+4ab\sin^2\frac{\theta}{2}.
\]

For \(\delta\ll a\), set \(b\approx a\) except in \(\delta\) itself, and write \(\psi=\theta/2\), \(q=\delta/2a\). By symmetry,

\[
\int_0^{2\pi}\frac{\cos\theta\,d\theta}{R}\approx\frac2a\int_0^{\pi/2}\frac{1-2\sin^2\psi}{\sqrt{q^2+\sin^2\psi}}\,d\psi .
\]

The second term of the numerator gives \(-2\int_0^{\pi/2}\sin\psi\,d\psi=-2\) as \(q\to0\). In the first, write \(1=\cos\psi+(1-\cos\psi)\):

\[
\int_0^{\pi/2}\frac{\cos\psi\,d\psi}{\sqrt{q^2+\sin^2\psi}}=\operatorname{arsinh}\frac1q\to\ln\frac2q,
\]

\[
\int_0^{\pi/2}\frac{1-\cos\psi}{\sin\psi}\,d\psi=\int_0^{\pi/2}\tan\frac\psi2\,d\psi=\ln2 .
\]

Their sum is \(\ln(4/q)=\ln(8a/\delta)\). Hence

\[
Q_{\rm up}(b)=2\varepsilon Va\left[\ln\frac{8a}{\delta}-2\right].
\]

**The rim.** On the scale of \(h\) the rim is straight. Let \(x\) point outward from it and \(y\) upward from the gate, and put \(w=u+iv\) in the map of hint 4. On \(v=0\), \(y=0\) and \(x\) takes all real values: this is the gate. On \(v=\pi\), \(y=h\) and \(x=(h/\pi)(1+u-e^u)\), which has its maximum, zero, at \(u=0\): this is the plate, covered twice. The potential \(\phi=Vv/\pi\) is harmonic and has the required values on both conductors.

With \(\delta=-x\), the plate points satisfy

\[
e^u-1-u=\frac{\pi\delta}{h}.
\]

Setting \(v=\pi-\eta\) with small \(\eta>0\) gives \(y-h=(h/\pi)\eta(e^u-1)\). The positive root therefore belongs to the upper face and the negative root to the lower. By the Cauchy–Riemann equations, the normal derivative of \(v\) equals the tangential derivative of \(u\) in magnitude, so the charge per unit length of rim between the edge and \(\delta\) is \(\varepsilon V|u|/\pi\) on each face. For \(\delta\gg h\),

\[
u_+\to\ln\frac{\pi\delta}{h},\qquad -u_-\to\frac{\pi\delta}{h}+1 .
\]

The lower face thus holds \(\varepsilon V\delta/h\), its share of the uniform plate charge, plus an excess \(\varepsilon V/\pi\).

**Sum.** Multiplication by the circumference \(2\pi a\) turns the lower excess into \(2\varepsilon Va\) and the upper rim charge into \(2\varepsilon Va\ln(\pi\delta/h)\). The uniform part of the lower charge, taken over the whole disc, is \(C_0V\). Therefore

\[
Q=C_0V+2\varepsilon Va\left[\ln\frac{8a}{\delta}-2+\ln\frac{\pi\delta}{h}+1\right]
=C_0V+2\varepsilon Va\left[\ln\frac{8\pi a}{h}-1\right].
\]

The length \(\delta\) has cancelled, and the result of (a) follows.

The derivation also shows where the extra charge sits. In the bracket \(4.527\), the lower face contributes \(1\) and the upper face \(3.527\). Of the 28.8 percent, about 6.4 therefore comes from the lower face and 22.5 from the upper. At the centre of the upper face the field is \((V/2\pi)\int_a^\infty 2\pi r'\,dr'/r'^3=V/a\), or \(h/a=10\) percent of the plate field. To leading order the density at the centre thus exceeds the plate value by 10 percent, much less than the mean over the disc does.

### (c) Accuracy at \(h/a=0.1\)

For any \(h/a\), write the potential above the gate as

\[
\phi=\int_0^\infty J_0(kr)\left[e^{-k|z-h|}-e^{-k(z+h)}\right]A(k)\,dk,\quad A(k)=\int_0^a f(t)\cos kt\,dt .
\]

It vanishes at \(z=0\). The jump in field at \(z=h\) gives the charge density \(2\varepsilon\int_0^\infty kAJ_0(kr)\,dk\). Integration by parts gives \(kA=f(a)\sin ka-\int_0^a f'(t)\sin kt\,dt\), and \(\int_0^\infty J_0(kr)\sin kt\,dk=0\) for \(t<r\), so there is no charge at \(r>a\).

On the disc, \(\phi=V\). Three standard integrals are needed:

\[
\int_0^\infty J_0(kr)\cos kt\,dk=\begin{cases}(r^2-t^2)^{-1/2},&t<r\\0,&t>r\end{cases}
\]

\[
J_0(kr)=\frac2\pi\int_0^r\frac{\cos ks\,ds}{\sqrt{r^2-s^2}},\qquad 1=\frac2\pi\int_0^r\frac{ds}{\sqrt{r^2-s^2}} .
\]

Use the first in the direct term, the second in the image term and the third for \(V\). Every term then has the form \(\int_0^r g(s)\,ds/\sqrt{r^2-s^2}\). Abel's equation has a unique solution, so the functions \(g\) themselves must balance. With \(\int_0^\infty e^{-2kh}\cos kx\,dk=2h/(4h^2+x^2)\) and the product formula for cosines, this gives Love's equation:

\[
f(s)-\frac1\pi\int_0^a\left[\frac{2h}{4h^2+(s-t)^2}+\frac{2h}{4h^2+(s+t)^2}\right]f(t)\,dt=\frac{2V}{\pi}.
\]

Far away, the direct term tends to \(A(0)/r\), which must equal \(Q/(4\pi\varepsilon r)\). Hence \(Q=4\pi\varepsilon\int_0^af\,dt\).

Numerical solution at \(h/a=0.1\) gives \(F=31.80\) percent. Going from 100 to 200 quadrature points changes \(C\) by a relative \(6.5\times10^{-15}\). A separate calculation, which divides the disc into charged rings and applies Coulomb's law, agrees to a relative \(1.0\times10^{-8}\).

The asymptotic formula therefore misses 3.0 percentage points of fringing, and its total capacitance is 2.3 percent below the full value. The 29 percent is the correct output of Kirchhoff's formula; the electrostatic answer is nearer 32 percent. From \(h/a=0.1\) down to \(0.005\), the missing part of \(C/(\varepsilon a)\) stays between \(0.306\) and \(0.311\) times \((h/a)\ln^2(8\pi a/h)\). This scaling is a numerical finding, not derived here. At \(h/a=0.1\) the squared logarithm is about 31, so the error is still visible.

In the opposite limit, \(h\gg a\), the kernel vanishes, \(f=2V/\pi\) and \(C=8\varepsilon a\), the capacitance of an isolated disc. The asymptotic formula fails there: at \(h=8\pi a/e\approx9.2a\) its bracket is zero and it gives \(C\approx0.34\,\varepsilon a\).

### (d) A graphene flake in oxide

With a rough relative permittivity of 3.9,

\[
C_0=\frac{3.9\,\varepsilon_0\,\pi(10^{-6}\,\text{m})^2}{10^{-7}\,\text{m}}=1085\ \text{aF}.
\]

The asymptotic formula gives \(1.288\times1085\approx1397\) aF and the full solution 1430 aF. The last digits serve only to compare the two; the rough permittivity fixes the capacitance itself to about two figures. At 5 V the mean field is 0.50 MV/cm and the plate density \(\varepsilon V/(eh)\) is \(1.08\times10^{12}\ \text{cm}^{-2}\).

**Density of states.** Part of the gate voltage fills electron states. With fourfold degeneracy \(n=k_F^2/\pi\), so \(E_F=\hbar v_F\sqrt{\pi n}\) at zero temperature. Solving

\[
V=\frac{E_F(n)}{e}+\frac{enh}{\varepsilon}
\]

with a rough \(v_F=10^6\) m/s gives \(E_F=0.120\) eV. For a uniform sheet the charge is then 2.4 percent below the plate value, a loss comparable in size to the asymptotic error. On the disc the density rises towards the rim, which makes the loss somewhat larger, about 3 percent. At 300 K, \(kT/E_F=0.22\), so temperature modifies this already small term.

**Rim field.** Differentiating the rim relation gives the field \((V/h)/|e^u-1|\), which grows as \(\delta^{-1/2}\) towards an ideal edge. On the lower face of a straight rim, 1 nm from the edge, it is 2.2 MV/cm, about a fifth of a rough breakdown field of 10 MV/cm. On the disc itself it is about 7 percent higher, which does not change the comparison. For a constant field of this size, a rough barrier of 3 eV and a mass of 0.4 electron masses, the WKB exponent is 103, so tunnelling is negligible in this estimate. Closer to the edge than the thickness of the sheet, the ideal-disc field has no direct meaning.

**Gate size.** A point charge at height \(h\) induces a fraction \(h/\sqrt{h^2+R^2}\) of its image charge beyond radius \(R\). For \(R=10\ \mu\text{m}\) this is 1.0 percent. The fraction shows how far the induced charge spreads. It is not the error in \(C\), which is much smaller, because the displaced charge stays on the grounded gate and far from the disc.

The assumption with the largest effect among those sized here is the oxide above the flake. Variation 2 treats a flake that lies uncovered on the oxide. Metal contacts on the flake carry charge of their own and are not included. Nor are doping of the graphene and the contact potential between graphene and gate, which shift the voltage at which the flake is neutral. A shift of 0.3 V would change the charge at 5 V by about 6 percent, and on this oxide it corresponds to a doping of only \(6.5\times10^{10}\ \text{cm}^{-2}\). Graphene on silicon dioxide often carries several \(10^{11}\) to \(10^{12}\ \text{cm}^{-2}\). A doping of \(10^{12}\ \text{cm}^{-2}\) shifts the neutral point by \(enh/\varepsilon\approx4.6\) V. It then outweighs every effect above in the charge at 5 V, though it does not change the geometric capacitance.

## Variations

### 1. A gap of 10 nm

*The same disc lies 10 nm above the gate. Find \(F\), and say whether the extra capacitance has fallen.*

Now \(a/h=100\) and \(\ln(800\pi)=7.829\), so

\[
F=0.006366\times6.829=0.0435 .
\]

The full solution gives 4.41 percent, so the asymptotic formula is now within 0.1 percentage point. The gap has shrunk tenfold, but the asymptotic \(F\) has fallen by a factor of only 6.6, because the logarithm has grown. The extra capacitance in this formula, \(2\varepsilon a[\ln(8\pi a/h)-1]\), has risen by the factor \(6.829/4.527=1.51\). In the full solution \(F\) falls by a factor of 7.2 and the extra capacitance rises by a factor of 1.39, so the conclusion is the same: the extra capacitance has not fallen. Fringing matters less here because \(C_0\) has grown faster.

### 2. No oxide above the flake

*Keep \(h=100\) nm and the oxide below, but let the space above the flake be vacuum. How does \(F\), still relative to \(C_0=\varepsilon\pi a^2/h\), change?*

Take one component \(\sigma_kJ_0(kr)\) of the charge density. The potential is \(B\,J_0(kr)\sinh kz/\sinh kh\) below the flake and \(B\,J_0(kr)e^{-k(z-h)}\) above it. The jump in electric displacement gives

\[
B=\frac{\sigma_k}{k(\varepsilon_0+\varepsilon\coth kh)} .
\]

With \(X=e^{-2kh}\), \(\coth kh=(1+X)/(1-X)\) and \(\beta=(\varepsilon-\varepsilon_0)/(\varepsilon+\varepsilon_0)=0.592\),

\[
B=\frac{\sigma_k}{k(\varepsilon+\varepsilon_0)}\,\frac{1-X}{1+\beta X}
=\frac{\sigma_k}{k(\varepsilon+\varepsilon_0)}\left[1-(1+\beta)\sum_{n=1}^\infty(-\beta)^{n-1}X^n\right].
\]

The factor \(X^n=e^{-2nkh}\) describes an image disc at distance \(2nh\). Solving for the ring charges with these images gives \(F=15.3\) percent, about half the value with oxide on both sides. The capacitance is \(1.153\times1085\approx1250\) aF.

The split found in (b) suggests the reason. With oxide on both sides, most of the fringing charge sits on the upper face. Removing the oxide there lowers the permittivity above the flake by a factor of 3.9. If the field stayed the same, the asymptotic estimate would be \(6.4+22.5/3.9\approx12\) percent. The computed value is higher; the estimate ignores both the change in the field and the shortfall of the asymptotic formula. For an uncovered flake of these dimensions, the uniform-dielectric correction of 29 percent is therefore too large by nearly a factor of two.

## Computed results

```
flake radius: 1.0 um
height above gate: 100 nm
relative permittivity (rough): 3.9
gate voltage: 5.0 V
temperature: 300 K
ln(8 pi a/h): 5.5268
prefactor 2h/(pi a): 0.06366
fringing, asymptotic formula: 28.82 %
fringing, full solution: 31.80 %
fringing if d = h is wrongly used: 16.62 %
parallel-plate capacitance: 1084.8 aF
capacitance, asymptotic: 1397.5 aF
capacitance, full: 1429.8 aF
asymptotic C below full C by: 2.26 %
Love equation, shift 100 to 200 nodes: 6.5e-15 (relative)
charge rings against Love equation: 1.0e-08 (relative)
h/a, full %, asymptotic %, rest of C/(eps a), rest/((h/a) ln^2(8 pi a/h)):
  0.100  31.800  28.818  0.9367  0.3066
  0.050  17.559  16.615  0.5930  0.3066
  0.020  8.012  7.813  0.3134  0.3077
  0.010  4.408  4.348  0.1893  0.3089
  0.005  2.412  2.394  0.1126  0.3100
mean field under flake: 0.50 MV/cm
plate sheet density: 1.078e+12 cm^-2
fringing, vacuum above flake: 15.27 %
Fermi velocity (rough): 1.0e+06 m/s
Fermi energy: 0.1197 eV
charge lost to density of states: 2.39 %
kT: 0.0259 eV
kT/E_F: 0.216
distance from rim for field: 1.0 nm
rim field there: 2.17 MV/cm
breakdown field (rough): 10 MV/cm
rim field/breakdown field: 0.22
tunnel barrier (rough): 3.0 eV
tunnel mass (rough): 0.4 electron masses
WKB exponent at rim field: 103
gate radius for estimate: 10 um
induced charge beyond it: 1.00 %
```
